# Inclination of {10-11} and {11-22} facets in gallium nitride: verification in Python

```python
"""
Result under test: in a hexagonal lattice with r = c/a, the facets incline to
the basal plane (0001) by theta, where
    tan(theta) = 2 r / sqrt(3)  for {10-11},    tan(theta) = r  for {11-22}.
Symbols: a1, a2 = basal axes of length a = 1 at 120 degrees; c = axis normal to
them; (h k i l) = plane indices with i = -(h+k); W = base width of a stripe.
Facet angles are computed from lattice vectors and compared with the formulas.
"""
from itertools import permutations
import numpy as np

Z = np.array([0.0, 0.0, 1.0])


def lattice(ratio, axis_angle_deg=120.0):
    g = np.radians(axis_angle_deg)
    return (np.array([1.0, 0.0, 0.0]),
            np.array([np.cos(g), np.sin(g), 0.0]),
            np.array([0.0, 0.0, ratio]))


def facet_normal(cell, h, k, l):
    """Unit normal from two vectors that lie in the plane (l > 0)."""
    a1, a2, c = cell
    n = np.cross(l * a1 - h * c, l * a2 - k * c)
    return n / np.linalg.norm(n)


def angle_deg(u, v):
    return np.degrees(np.arctan2(np.linalg.norm(np.cross(u, v)), np.dot(u, v)))


def inclination(cell, hkl):
    return angle_deg(facet_normal(cell, *hkl), Z)


FACETS = {"{10-11}": (1, 0, 1), "{11-22}": (1, 1, 2)}
TANGENT = {"{10-11}": lambda r: 2 * r / np.sqrt(3), "{11-22}": lambda r: r}
STATED = {"{10-11}": 62.0, "{11-22}": 58.4}
ratio = 1.626
cell = lattice(ratio)
a1, a2, c = cell
a3 = -(a1 + a2)

# Tangent formulas against angles between lattice-plane normals
for name, hkl in FACETS.items():
    for r in (1.3, 1.6, ratio, 1.9):
        formula = np.degrees(np.arctan(TANGENT[name](r)))
        assert abs(inclination(lattice(r), hkl) - formula) < 1e-10
    assert round(inclination(cell, hkl), 1) == STATED[name]
    # The third basal axis is cut at a3/i with i = -(h+k)
    h, k, l = hkl
    assert abs(np.dot(facet_normal(cell, *hkl), a3 / -(h + k) - c / l)) < 1e-12

# All six upward members of each family: same inclination, 60 degrees apart
for name, seed in (("{10-11}", (1, 0, -1)), ("{11-22}", (1, 1, -2))):
    l = FACETS[name][2]
    members = {tuple(s * x for x in p) for p in permutations(seed) for s in (1, -1)}
    normals = [facet_normal(cell, p[0], p[1], l) for p in members]
    tilts = [angle_deg(n, Z) for n in normals]
    azimuths = sorted(np.degrees(np.arctan2(n[1], n[0])) % 360 for n in normals)
    assert len(members) == 6 and np.ptp(tilts) < 1e-10
    assert np.allclose(np.diff(azimuths), 60.0, atol=1e-8)

# Traces in the basal plane: direction and distance from the origin
trace = {"{10-11}": a2, "{11-22}": a1 - a2}
distance = {}
for name, direction in trace.items():
    assert abs(np.dot(facet_normal(cell, *FACETS[name]), direction)) < 1e-12
    distance[name] = (np.linalg.norm(np.cross(a1, direction))
                      / np.linalg.norm(direction))
assert abs(distance["{10-11}"] - np.sin(np.radians(120))) < 1e-12
assert abs(distance["{11-22}"] - np.cos(np.radians(60))) < 1e-12
between = angle_deg(trace["{10-11}"], trace["{11-22}"])
between = min(between, 180 - between)


def stripe_planes(name, width):
    """Two opposite facets through the base edges, and the across direction."""
    h, k, l = FACETS[name]
    right, left = facet_normal(cell, h, k, l), facet_normal(cell, -h, -k, l)
    across = right - np.dot(right, Z) * Z
    across = across / np.linalg.norm(across)
    return (right, np.dot(right, across) * width / 2,
            left, -np.dot(left, across) * width / 2, across)


def ridge_height(name, width):
    n1, d1, n2, d2, _ = stripe_planes(name, width)
    return np.linalg.solve(np.array([n1, n2, trace[name]]), [d1, d2, 0.0])[2]


def top_width(name, width, height):
    n1, d1, n2, d2, across = stripe_planes(name, width)
    p = np.linalg.solve(np.array([n1, Z, trace[name]]), [d1, height, 0.0])
    q = np.linalg.solve(np.array([n2, Z, trace[name]]), [d2, height, 0.0])
    return np.dot(p - q, across)


# Example inputs; the material and process values are rough typical ones
W, h_flat = 3.0, 1.0                        # um
expansion_difference, heating = 2.4e-6, 1000.0   # (a minus c) 1/K, K
strain_a, strain_ratio = -0.002, 0.5        # in-plane strain, -strain_c/strain_a
miscut = 0.3                                # degree
overgrowth, blunt_top = 0.1, 0.05           # um per side, um
r_hot = ratio * (1 - expansion_difference * heating)
r_strained = ratio * (1 - strain_ratio * strain_a) / (1 + strain_a)

print(f"c/a ratio: {ratio:.3f}")
print(f"Angle between the two stripe directions: {between:.1f} degree")
print(f"Window width W: {W:.1f} um; flat-topped stage height: {h_flat:.1f} um")
print(f"Expansion coefficient, a minus c (rough): {expansion_difference:.1e} 1/K")
print(f"Heating from room to growth temperature (rough): {heating:.0f} K")
print(f"In-plane strain (rough): {100 * strain_a:.1f} %")
print(f"Strain along c: {-100 * strain_ratio * strain_a:.1f} %")
print(f"c/a when hot: {r_hot:.4f}; c/a when strained: {r_strained:.4f}")
print(f"Miscut across the stripe (rough): {miscut:.1f} degree")
print(f"Mask overgrowth per side (rough): {overgrowth:.2f} um")
print(f"Flat top left on ridge (rough): {blunt_top:.2f} um")

theta, total_shift = {}, {}
for name, hkl in FACETS.items():
    theta[name] = inclination(cell, hkl)
    t = np.radians(theta[name])
    tangent = TANGENT[name](ratio)
    height = ridge_height(name, W)
    top = top_width(name, W, h_flat)
    assert abs(height - W / 2 * tangent) < 1e-10
    assert abs(top - (W - 2 * h_flat / tangent)) < 1e-10

    # Angle changes from the distorted lattice, against the first-order rule
    shifts = []
    for r_new in (r_hot, r_strained, ratio + 0.0005):
        exact = inclination(lattice(r_new), hkl) - theta[name]
        rule = np.degrees(np.sin(t) * np.cos(t) * (r_new / ratio - 1))
        assert abs(exact - rule) < 2e-4     # second-order terms are below this
        shifts.append(exact)

    # A miscut tilts the wafer normal towards one facet and away from the other
    n1, _, n2, _, across = stripe_planes(name, W)
    d = np.radians(miscut)
    wafer_normal = np.cos(d) * Z + np.sin(d) * across
    shallow, steep = angle_deg(n1, wafer_normal), angle_deg(n2, wafer_normal)
    assert abs(shallow - (theta[name] - miscut)) < 1e-9
    assert abs(steep - (theta[name] + miscut)) < 1e-9
    total_shift[name] = abs(shifts[0]) + abs(shifts[1]) + miscut

    wider = ridge_height(name, W + 2 * overgrowth) - height
    blunt_loss = blunt_top / 2 * tangent
    assert abs(top_width(name, W, height - blunt_loss) - blunt_top) < 1e-10
    wrong = inclination(lattice(ratio, 60.0), hkl)
    ideal = inclination(lattice(np.sqrt(8 / 3)), hkl)

    print(f"--- Facet {name} ---")
    print(f"Trace distance d: {distance[name]:.4f} a")
    print(f"Height on c axis z: {ratio / hkl[2]:.4f} a")
    print(f"tan(theta) = z/d: {ratio / hkl[2] / distance[name]:.4f}")
    print(f"Inclination theta: {theta[name]:.2f} degree")
    print(f"Angle if axes are wrongly put at 60 degrees: {wrong:.2f} degree")
    print(f"Angle for ideal c/a = {np.sqrt(8 / 3):.4f}: {ideal:.2f} degree")
    print(f"Top width at the flat-topped stage: {top:.3f} um")
    print(f"Height of closed ridge: {height:.3f} um")
    print(f"Shift from heating: {shifts[0]:+.3f} degree")
    print(f"Shift from strain: {shifts[1]:+.3f} degree")
    print(f"Shift if c/a rises by 0.0005: {shifts[2]:+.4f} degree")
    print(f"Sides seen from miscut wafer: {shallow:.2f} and {steep:.2f} degree")
    print(f"Sum of heating, strain and miscut shifts: {total_shift[name]:.2f} degree")
    print(f"Height gain from mask overgrowth: {wider:.3f} um")
    print(f"Height loss from flat top: {blunt_loss:.3f} um")

gap = theta["{10-11}"] - theta["{11-22}"]
assert gap > sum(total_shift.values())
print("--- Comparison ---")
print(f"Gap between the two facet angles: {gap:.2f} degree")
print(f"Sum of shifts over both facets: {sum(total_shift.values()):.2f} degree")
print("ALL CHECKS PASSED")
```

Printed output:

```
c/a ratio: 1.626
Angle between the two stripe directions: 30.0 degree
Window width W: 3.0 um; flat-topped stage height: 1.0 um
Expansion coefficient, a minus c (rough): 2.4e-06 1/K
Heating from room to growth temperature (rough): 1000 K
In-plane strain (rough): -0.2 %
Strain along c: 0.1 %
c/a when hot: 1.6221; c/a when strained: 1.6309
Miscut across the stripe (rough): 0.3 degree
Mask overgrowth per side (rough): 0.10 um
Flat top left on ridge (rough): 0.05 um
--- Facet {10-11} ---
Trace distance d: 0.8660 a
Height on c axis z: 1.6260 a
tan(theta) = z/d: 1.8775
Inclination theta: 61.96 degree
Angle if axes are wrongly put at 60 degrees: 61.96 degree
Angle for ideal c/a = 1.6330: 62.06 degree
Top width at the flat-topped stage: 1.935 um
Height of closed ridge: 2.816 um
Shift from heating: -0.057 degree
Shift from strain: +0.071 degree
Shift if c/a rises by 0.0005: +0.0073 degree
Sides seen from miscut wafer: 61.66 and 62.26 degree
Sum of heating, strain and miscut shifts: 0.43 degree
Height gain from mask overgrowth: 0.188 um
Height loss from flat top: 0.047 um
--- Facet {11-22} ---
Trace distance d: 0.5000 a
Height on c axis z: 0.8130 a
tan(theta) = z/d: 1.6260
Inclination theta: 58.41 degree
Angle if axes are wrongly put at 60 degrees: 43.19 degree
Angle for ideal c/a = 1.6330: 58.52 degree
Top width at the flat-topped stage: 1.770 um
Height of closed ridge: 2.439 um
Shift from heating: -0.061 degree
Shift from strain: +0.077 degree
Shift if c/a rises by 0.0005: +0.0079 degree
Sides seen from miscut wafer: 58.11 and 58.71 degree
Sum of heating, strain and miscut shifts: 0.44 degree
Height gain from mask overgrowth: 0.163 um
Height loss from flat top: 0.041 um
--- Comparison ---
Gap between the two facet angles: 3.55 degree
Sum of shifts over both facets: 0.87 degree
ALL CHECKS PASSED
```
